# Overlay from Two Biased Grating Targets: Two Derivations, part 2

Two line gratings of equal pitch $p$ lie one above the other. The upper is displaced by $s$ relative to the lower, positive towards $+x$, across the lines. The overlay $v$, the displacement caused by imperfect alignment, is sought. Two targets with biases $\pm d$ have $s=v\pm d$ and signals $A_\pm$, with $S=A_++A_-$ and $D=A_+-A_-$. Light of vacuum wavelength $\lambda$ falls at normal incidence, electric field along the lines. Write

$$q=\frac{2\pi}{p},\qquad \phi=qs,\qquad \theta=qv,\qquad \delta=qd .$$

The first-order powers $I_{\pm1}$ are fractions of the incident power, also given in ppm. The signal is

$$A(s)=I_{+1}(s)-I_{-1}(s).$$

For mirror-symmetric gratings it is odd:

$$A(s)=\sum_{n\ge1}K_n\sin(nqs).$$

The order amplitudes are

$$r_{+1}=\sum_m c_m e^{-im\phi},$$

and $r_{-1}(s)=r_{+1}(-s)=\sum_mc_me^{+im\phi}$, where $m$ counts orders gained from the upper grating and $c_m$ does not depend on $s$. The powers are $I_{\pm1}=f|r_{\pm1}|^2$, with

$$f=\sqrt{1-(\lambda/p)^2}.$$

The first derivation assumes weak permittivity contrast. Light then reaches a first order through a single diffraction event (one change of order by a grating), so only $B=c_0$ and $T=c_1$ matter. Squaring and subtracting gives

$$A=K\sin\phi,\qquad K=4f\,\mathrm{Im}(B^*T),$$

and hence

$$\boxed{\tan\theta=\tan\delta\;\frac SD}$$

The example has $p=600$ nm, $\lambda=520$ nm, $d=20$ nm and $v=3$ nm. Resist lines 80 nm high, in air, lie on a 250 nm oxide spacer, chosen for the largest $|A(p/4)|$ in a scan from 150 to 350 nm. Below are silicon lines 60 nm high, with oxide in the trenches, on silicon. All lines are $p/2$ wide. The indices are 1.6 (resist), 1.5 (oxide) and $4.2+0.05i$ (silicon). Computed with orders $-10$ to $10$, $S=8462.9$ ppm and $D=56287.1$ ppm; the formula returns 3.05 nm, 1.7 % too large. The weak test gratings have 0.02 of this contrast at fixed mean permittivity.

### Second derivation: rebuild the signal at the unbiased position

This derivation does not ask how the light is diffracted. It uses two properties of the measured function $A(s)$. The first is its shape:

$$\frac{d^2A}{ds^2}=-q^2A .$$

The second is its reference point: $A(0)=0$.

Measure displacement from the unknown overlay, $s=v+x$. The general solution of the shape equation has two constants:

$$A(v+x)=a\cos(qx)+b\sin(qx).$$

At $x=0$ this gives $a=A(v)$. Differentiating and then setting $x=0$ gives $A'(v)=qb$. So $a$ is the signal that a target without bias would show, and $b$ is the slope there divided by $q$. The two biased targets lie at $x=\pm d$:

$$A_\pm=a\cos\delta\pm b\sin\delta .$$

Half the sum and half the difference yield

$$a=\frac{S}{2\cos\delta},\qquad b=\frac{D}{2\sin\delta}.$$

So far the zero of $A$ has not been used. The point $s=0$ corresponds to $x=-v$, and there

$$0=A(0)=a\cos\theta-b\sin\theta .$$

If $b\cos\theta\ne0$, division by it gives

$$\tan\theta=\frac ab=\frac{S}{2\cos\delta}\,\frac{2\sin\delta}{D}=\tan\delta\;\frac SD ,$$

which is the result of the first half. For small $\theta$, $\tan\theta\approx qv$, and with $a/b=qA(v)/A'(v)$ this becomes $v\approx A(v)/A'(v)$. That is the distance to the zero along the tangent line, one step of Newton's method. The tangent function replaces the straight line by the sine that passes through both measured points.

In the example, $\cos\delta=0.97815$ and $\sin\delta=0.20791$. Hence $a=8462.9/1.9563=4326$ ppm and $b=56287.1/0.4158=1.354\times10^5$ ppm. Their ratio is 0.0320, as before.

The two properties can fail separately. Suppose the shape is right but the zero lies at $s_0$, so that $A=K\sin[q(s-s_0)]$. Repeating the last step with $A(s_0)=0$ gives $\tan[q(v-s_0)]=a/b$. The formula then returns $v-s_0$. No comparison of the two signals reveals this, because they still fit a sine of the right period.

### When the shape is wrong: higher harmonics

Return to symmetric gratings and keep all harmonics. The addition theorem applied to each term gives

$$S=2\sum_nK_n\sin(n\theta)\cos(n\delta),\qquad D=2\sum_nK_n\cos(n\theta)\sin(n\delta).$$

For small overlay, $\sin n\theta\approx n\theta$ and $\cos n\theta\approx1$. The estimated angle is small too and equals its tangent, so it is $g\theta$ with

$$g=\tan\delta\;\frac{\sum_n nK_n\cos(n\delta)}{\sum_nK_n\sin(n\delta)} .$$

A pure sine gives $g=1$. With one further harmonic and $\kappa=K_2/K_1$, use $\sin2\delta=2\sin\delta\cos\delta$ and divide numerator and denominator by $K_1\sin\delta$:

$$g=\frac{1+2\kappa\cos2\delta/\cos\delta}{1+2\kappa\cos\delta}.$$

Subtract 1 and insert $\cos2\delta-\cos^2\delta=-\sin^2\delta$:

$$g-1=\frac{2\kappa(\cos2\delta-\cos^2\delta)}{\cos\delta\,(1+2\kappa\cos\delta)}=-\frac{2\kappa\sin\delta\tan\delta}{1+2\kappa\cos\delta}.$$

For a small bias, and with $1+2\kappa$ not close to zero, the error is smaller than the harmonic itself by a factor of order $\delta^2$. Near its zero a smooth odd function with nonzero slope there is almost a straight line, and for a straight line the two-target method needs no sine. A negative $\kappa$ makes the estimate too large, provided that $1+2\kappa\cos\delta>0$.

For a small bias the same behaviour follows for all harmonics that matter at small $n\delta$. Write

$$g-1=\frac{\sum_nK_n\left[n\tan\delta\cos(n\delta)-\sin(n\delta)\right]}{\sum_nK_n\sin(n\delta)} .$$

To third order in $\delta$, the bracket is

$$n\delta+n\delta^3\left(\frac13-\frac{n^2}{2}\right)-n\delta+\frac{n^3\delta^3}{6}=-\frac{n(n^2-1)}{3}\,\delta^3 .$$

The denominator is $\delta\sum_nnK_n$ to leading order, so

$$g-1\approx-\frac{\delta^2}{3}\,\frac{\sum_nn(n^2-1)K_n}{\sum_nnK_n}.$$

In the example $\kappa=-0.126$. The formula for the second harmonic gives

$$g-1=\frac{2\times0.126\times0.208\times0.2126}{1-2\times0.126\times0.978}=1.5\ \%.$$

The slope $g$ of the estimate against the true overlay, computed directly from the signals near zero overlay, is 1.73 % too large, and the sum over harmonics up to $n=11$ gives the same 1.73 %. The third harmonic, $K_3/K_1=+0.0016$, acts in the opposite direction to the second. The remaining excess must therefore come from $n\ge4$, where the weight $n(n^2-1)$ is large. At a bias of 50 nm, in the same stack, the direct slope error and the sum both give 10.3 %. With orders $-20$ to $20$ kept, the two errors become 1.74 % and 10.35 %. The ratio of the errors is 6.0, near the value $(50/20)^2=6.25$ expected for a small bias.

### When the two signals are disturbed

Suppose that a constant $A_0$ is added to both asymmetries, for instance because the detector responds unequally to the two orders by a fixed amount. It adds $2A_0$ to $S$ and cancels in $D$. For a sine signal,

$$\tan\theta_{\rm est}=\tan\delta\;\frac{2K\sin\theta\cos\delta+2A_0}{2K\cos\theta\sin\delta}=\tan\theta+\frac{A_0}{K\cos\theta\cos\delta}.$$

For $A_0=0.01K$ and the angles of the example, the overlay shifts by 0.98 nm. This formula was tested on the weak gratings of the first half, with this offset, and held within 0.02 nm. Two biases remove an unknown strength, but they do not remove an unknown offset.

Next let the strengths differ, $K_+$ on one target and $K_-$ on the other. At zero overlay $A_+=K_+\sin\delta$ and $A_-=-K_-\sin\delta$, so the method reports a false overlay:

$$\tan\theta_{\rm est}=\tan\delta\;\frac{K_+-K_-}{K_++K_-}.$$

A difference of 1 % makes the fraction 0.005. The false overlay is then $(600/2\pi)\times0.2126\times0.005=0.10$ nm. For biases below $p/4$ this error grows with the bias. The formula was tested on the weak gratings, with a spacer 30 nm thicker under one target, and held within 0.02 nm.

In the full-contrast example, a spacer 1 nm thicker under the positive-bias target alone moves the reading by $+0.02$ nm. That spacer was selected for the strongest signal in a scan and lies inside the scanned range. Near such a maximum the strength is expected to vary slowly with thickness, so the value should not be carried over to other spacers.

Finally, let $A_+$ and $A_-$ have independent random errors of equal variance $\sigma_A^2$. Then $S$ and $D$ each have variance $2\sigma_A^2$, and their covariance is $\sigma_A^2-\sigma_A^2=0$. With $\sin\theta=a/K$ and $\cos\theta=b/K$, a small change of $\tan\theta=a/b$ gives

$$d\theta=\frac{b\,da-a\,db}{a^2+b^2}=\frac{\cos\theta\,da-\sin\theta\,db}{K}.$$

The standard deviations of $a$ and $b$ are $\sigma_A/(\sqrt2|\cos\delta|)$ and $\sigma_A/(\sqrt2|\sin\delta|)$. Adding the independent contributions in quadrature,

$$\sigma_\theta=\frac{\sigma_A}{\sqrt2\,|K|}\sqrt{\frac{\cos^2\theta}{\cos^2\delta}+\frac{\sin^2\theta}{\sin^2\delta}} .$$

At nonzero overlay the second term penalizes small biases: when $\delta$ is much smaller than $|\theta|$, noise in $D$ dominates. The formula also assumes that $\sigma_A$ is small compared with $|D|$, which limits how small the bias can be even at zero overlay.

For photon counting with $N$ incident photons per target, the variance of $A$ is $(I_{+1}+I_{-1})/N$. Averaged over the two targets of the example, the sum of the powers is 0.0530. With $N=10^9$ this gives $\sigma_A=7.3\times10^{-6}$. The strength to insert is the one felt near the zero, $K=\sqrt{a^2+b^2}=0.135$. It is lower than $K_1=0.181$ because the second harmonic is negative. The result is $\sigma_v=\sigma_\theta/q=0.0037$ nm, and 40000 simulated pairs of measurements gave 0.0038 nm. At this photon number, counting noise is far below the 0.05 nm error from the harmonics.

### The model beside a real measurement

Diffraction-based overlay metrology uses targets of this kind, roughly with pitches of several hundred nanometres, biases of some tens of nanometres or less, and visible or near-infrared light. The pitch, bias and wavelength chosen here lie in that regime. The clear spacer, picked for the strongest signal, is favourable; an absorbing layer between the gratings would weaken the light that reaches the lower one. With $\lambda/p=0.867$, the first orders leave at about 60 degrees, which requires a large collection angle.

Real lower gratings can violate the mirror symmetry, since etching and polishing may leave the two sides of a line unequal. In the example, a foot 2 nm wide was added on the $+x$ side of the lower half of each silicon line. The reading moved by $+0.24$ nm. The mean centre of the silicon lines moved by $+0.5$ nm, so the geometric overlay relative to it changed by $-0.5$ nm. Reading and geometry thus separate by 0.74 nm, far more than the error from the harmonics. The calculation gives the total and does not divide it between a shifted zero and an added offset. The value belongs to this stack: the same foot moves the reading by $+0.03$ nm at a spacer of 230 nm, by $+1.0$ nm at 290 nm and by $-1.2$ nm at 150 nm, and by $+0.13$ nm at 250 nm if the oxide index is 1.46. Magnetic field along the lines, oblique illumination and the finite size of targets were not computed. Further digits are in the numerical output.

### What each derivation assumes

The first derivation assumes weak gratings, so that two amplitudes suffice, and mirror symmetry, so that the same two serve both orders. From this it obtains the sine, its zero and its strength. It explains why a stack can be blind and what a change of film thickness can do. The second derivation takes the sine shape and the position of its zero as given. It says nothing about the strength, except that it must be nonzero and common to both targets.

The assumptions of the first imply those of the second, but the converse does not hold. To see this, keep all $c_m$. Squaring the amplitude sums and subtracting, as was done for $B$ and $T$, pairs each $c_m$ with each $c_{m+n}$ and gives

$$K_n=4f\sum_m\mathrm{Im}\left(c_m^*c_{m+n}\right).$$

Suppose that $c_{-1}$, $c_0$ and $c_1$ are present and that $\mathrm{Im}(c_{-1}^*c_1)=0$. Then $K_2=0$ and the signal is a pure sine. Its strength is nevertheless $4f\,\mathrm{Im}(c_{-1}^*c_0+c_0^*c_1)$, not the two-amplitude value. The second derivation applies fully, while the first has lost its premise.

The full-contrast example shows the same difference in degree. The computed $K_1$ is 181 thousand ppm. With $c_0$ and $c_1$ taken from the full solution, the two-amplitude expression gives 144 thousand ppm, 20 % too low. With $B$ and $T$ from single diffraction events only, as the first derivation assumes, it gives 267 thousand ppm, 48 % too high. The recovered overlay is wrong by 1.7 %. An error in the predicted strength cancels in $S/D$; an error in the shape does not. For a small bias it enters with a factor of order $\delta^2$, provided that the slope of the signal at its zero is not close to zero. A strong signal at $s=p/4$ does not guarantee this, because the second harmonic vanishes there but contributes to the slope. Neither derivation protects against a lower grating without mirror symmetry, because both take the zero of the signal to be the zero of the displacement.

## Computed values

```
pitch 600 nm, wavelength 520 nm
bias 20 nm, true overlay 3.0 nm
indices: resist 1.6, oxide 1.5, silicon (4.2+0.05j)
heights: resist 80 nm, silicon lines 60 nm
spacer with strongest signal in scan: 250 nm
scan range 150 to 350 nm
|A(p/4)| in scan: 4929 to 180603 ppm
weak gratings: contrast factor 0.02, spacer 240 nm
weak: largest harmonic / K1 = 4.35e-06
weak: K1 / two-amplitude K = 1.00008
weak: largest overlay error 0.0002 nm
weak, true overlay 200 nm, bias 75 nm:
  arctangent -100.00 nm, with sign of K 200.00 nm
example I(+1), I(-1), plus target: 43373.0, 10998.0 ppm
example I(+1), I(-1), minus target: 13839.1, 37751.2 ppm
A(+) = 32375.0 ppm, A(-) = -23912.1 ppm
S = 8462.9 ppm, D = 56287.1 ppm, S/D = 0.15035
delta = 0.20944 rad, tan(delta) = 0.21256
tan(theta) estimate = 0.03196
recovered overlay 3.0508 nm, error +0.0508 nm
linear estimate d*S/D = 3.0070 nm
with more diffraction orders kept: 3.0509 nm
K1 = 180922.1 ppm; 4 f Im(B*T) = 144104.5 ppm
K2/K1 = -0.12627, K3/K1 = +0.00155
slope error, bias 20 nm: solver +1.733 %, law +1.733 %
slope error, bias 50 nm: solver +10.326 %, law +10.326 %
slope error from K2 alone, bias 20 nm: +1.482 %
offset of 1 % of K shifts overlay by +0.975 nm
1 nm thicker spacer, plus target only: +0.0226 nm
2 nm one-sided foot on lower half of lines: +0.2391 nm
  shift expected from mean line centre: -0.50 nm
photons per target 1e+09
overlay noise: simulated 0.0038 nm, law 0.0037 nm
```
